# The Hurkx Field-Enhancement Factor for Trap-Assisted Tunnelling

A recombination model that gives a trap a fixed thermal lifetime $\tau_0$ fails in a strong junction field. Carriers then reach the trap through the forbidden gap as well as over the band edge. In the flux model derived below, the lifetime of the example trap at 300 K and 0.5 MV/cm falls to about 2% of $\tau_0$ (about 4% if thermal carriers are counted from both sides of the trap). Leaving tunnelling out of that model underestimates the electron capture rate by a factor of about fifty, and the recombination rate by as much where electron capture is the limiting step. What is needed is a closed expression for the enhancement, with its prefactor and its range of validity.

## 1. From flux to an energy integral

Consider an electron trap in a uniform field of magnitude $F$. Let $q>0$ be the elementary charge and $s$ the distance from the trap in the direction in which the conduction-band edge falls. Electron energies are measured from the band edge at the trap, so the edge at distance $s$ lies at $-qFs$. The band is parabolic with one mass $m$. The carriers obey Boltzmann statistics with a flat quasi-Fermi level $E_F$.

The flux towards the trap plane is the sum over states of velocity, occupation and transmission $T$. Since $v_s\,dk_s=dE/\hbar$, where $E$ is the energy of motion along the field, the velocity cancels the one-dimensional density of states:

$$
\Phi=\frac{2}{(2\pi)^3\hbar}\int dE\,T(E)\,e^{(E_F-E)/kT}\int d^2k_\perp\,e^{-\hbar^2k_\perp^2/2mkT}. \tag{1}
$$

The transverse integral is $2\pi mkT/\hbar^2$, whatever the value of $E$. Hence

$$
\Phi=\frac{m\,kT}{2\pi^2\hbar^3}\,e^{E_F/kT}\int dE\,e^{-E/kT}\,T(E). \tag{2}
$$

Above the edge, $E>0$, take $T=1$; this part of the integral is $kT$. Below the edge write $E=-\varepsilon$ and $T=e^{-A(\varepsilon)}$. If a carrier that reaches the trap is captured with a probability independent of its energy, the capture rate is the thermal rate from this one-way flux times $1+\Gamma$, with

$$
\Gamma=\frac1{kT}\int_0^{\Delta}d\varepsilon\;\exp\!\left[\frac{\varepsilon}{kT}-A(\varepsilon)\right]. \tag{3}
$$

The limit $\Delta$ is the smaller of two energies. One is the trap depth, since a carrier below the trap level would have to gain energy to be captured. The other is the total drop of the band edge, since no band states exist below its lowest point. The one-way reference is a convention of the model. Carriers above the edge cross the plane of a weakly capturing trap in both directions, whereas tunnelling comes from the downhill side only; counting both directions gives about $1+\Gamma/2$. The exponent derived below is unaffected.

Emission is enhanced equally. In equilibrium, which a junction with a built-in field can reach, capture and emission balance, and at a given temperature the Fermi level, measured from the trap level, fixes the ratio of filled to empty traps. A capture coefficient larger by $1+\Gamma$ therefore requires an emission coefficient larger by the same factor. If these coefficients stay the same out of equilibrium, the lifetime becomes $\tau=\tau_0/(1+\Gamma)$.

## 2. The triangular barrier

An electron at energy $-\varepsilon$ meets the band edge at $s=\varepsilon/qF$. Between that point and the trap, the WKB exponent for the transmitted intensity is

$$
A(\varepsilon)=\frac2\hbar\int_0^{\varepsilon/qF}\!\sqrt{2m(\varepsilon-qFs)}\,ds
=\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3q\hbar F}, \tag{4}
$$

because $\int_0^{\varepsilon/qF}\sqrt{\varepsilon-qFs}\,ds=2\varepsilon^{3/2}/(3qF)$. The factor 2 in front turns an amplitude into an intensity. Setting $T=e^{-A}$ with unit prefactor is part of the model, and Section 6 shows what it costs.

With $x=\varepsilon/kT$ and $X=\Delta/kT$, equations (3) and (4) become

$$
\Gamma=\int_0^{X}e^{g(x)}dx,\qquad g(x)=x-a\,x^{3/2},\qquad a=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F}. \tag{5}
$$

The first term of $g$ is the gain in occupation at lower energy; the second is the cost of a longer barrier.

## 3. The saddle point and the characteristic field

The integrand peaks where $g'(x)=1-\tfrac32a\sqrt x=0$, that is, at

$$
x_0=\frac{4}{9a^2}=\frac{q^2\hbar^2F^2}{8m(kT)^3}. \tag{6}
$$

The second form uses $a^2=32m(kT)^3/(9q^2\hbar^2F^2)$. From (6), $a=2/(3\sqrt{x_0})$, so

$$
g(x_0)=x_0-\tfrac23x_0=\tfrac13x_0,\qquad
g''(x_0)=-\frac{3a}{4\sqrt{x_0}}=-\frac1{2x_0}. \tag{7}
$$

The peak exponent is quadratic in the field, which defines $F_\Gamma$ through $x_0/3=(F/F_\Gamma)^2$:

$$
F_\Gamma=\frac{\sqrt{24\,m\,(kT)^3}}{q\hbar},\qquad f\equiv\frac{F}{F_\Gamma},\qquad x_0=3f^2. \tag{8}
$$

In Hartree atomic units $F_\Gamma=\sqrt{24m}\,(kT)^{3/2}$. At fixed mass it scales as $T^{3/2}$.

By (7) the peak is a Gaussian of standard deviation $\sqrt{2x_0}$. If it lies well inside the range of integration, both limits may be moved to infinity:

$$
\Gamma\simeq e^{x_0/3}\int_{-\infty}^{\infty}e^{-(x-x_0)^2/4x_0}\,dx=2\sqrt{\pi x_0}\;e^{x_0/3}. \tag{9}
$$

Inserting $x_0=3f^2$ gives the Hurkx factor

$$
\boxed{\;\Gamma\simeq2\sqrt{3\pi}\,\frac{F}{F_\Gamma}\exp\!\left[\left(\frac{F}{F_\Gamma}\right)^2\right]\;} \tag{10}
$$

The linear factor $F/F_\Gamma$ comes from the width of the energy window that contributes, which is proportional to the field.

**Why the power is three halves.** The time under the barrier at the saddle energy $\varepsilon_0=x_0kT$ is

$$
\tau_b=\int_0^{\varepsilon_0/qF}\frac{m\,ds}{\sqrt{2m(\varepsilon_0-qFs)}}=\frac{\sqrt{2m\varepsilon_0}}{qF}=\frac{\hbar}{2kT}, \tag{11}
$$

where the last step uses $2m\varepsilon_0=q^2\hbar^2F^2/4(kT)^2$ from (6). This time depends on neither field nor mass. In terms of it, the exponent in (10) is $f^2=q^2F^2\tau_b^3/(3m\hbar)$. The cube of a time proportional to $1/T$ gives $F_\Gamma^2\propto T^3$.

## 4. The next term

Put $x=x_0(1+y)^2$. Since $ax^{3/2}=\tfrac23x_0(1+y)^3$, expanding the square and the cube gives

$$
g=x_0\left[(1+y)^2-\tfrac23(1+y)^3\right]=x_0\left[\tfrac13-y^2-\tfrac23y^3\right]. \tag{12}
$$

With $dx=2x_0(1+y)\,dy$,

$$
\Gamma=2x_0e^{x_0/3}\int_{-1}^{Y}(1+y)\,e^{-x_0y^2-\frac23x_0y^3}\,dy,\qquad Y=\sqrt{X/x_0}-1. \tag{13}
$$

Typical $y$ are of order $x_0^{-1/2}$, so the cubic term is small for large $x_0$ and its exponential can be expanded. Odd powers of $y$ integrate to zero. The first surviving corrections are $y\cdot(-\tfrac23x_0y^3)$ and $\tfrac12(\tfrac23x_0y^3)^2$. The Gaussian averages are $\langle y^4\rangle=3/(4x_0^2)$ and $\langle y^6\rangle=15/(8x_0^3)$, so

$$
-\tfrac23x_0\langle y^4\rangle+\tfrac29x_0^2\langle y^6\rangle=-\frac1{2x_0}+\frac5{12x_0}=-\frac1{12x_0}=-\frac1{36f^2}. \tag{14}
$$

Equation (10) is thus to be multiplied by $1-1/(36f^2)$. At $f=4$ with unlimited depth, quadrature of (3) gives a relative deviation from (10) of $-1.03/(36f^2)$.

## 5. Where the formula holds

Equation (10) is a weak-field result, but it is not the limit $F\to0$. The saddle must clear both ends of the range by a margin set by its width $\sqrt{2x_0}$:

$$
3f^2\gg1\quad\text{and}\quad 3f^2<\Delta/kT\ \text{by several }\sqrt{6}\,f. \tag{15}
$$

"Weak" refers to the second condition.

**Vanishing field.** When $a\to\infty$, the factor $e^{-ax^{3/2}}$ confines $x$ to values of order $a^{-2/3}\ll1$, where $e^x\to1$. With $u=ax^{3/2}$,

$$
\Gamma\to\tfrac23a^{-2/3}\int_0^\infty u^{-1/3}e^{-u}du=\Gamma_{\rm E}(\tfrac53)\,a^{-2/3}=3\,\Gamma_{\rm E}(\tfrac53)\left(\frac f2\right)^{2/3}, \tag{16}
$$

where $\Gamma_{\rm E}$ is Euler's function and $a=2/(3\sqrt3f)$ was used. The integral goes as $F^{2/3}$, whereas (10) goes as $F$. Neither the coefficient nor the power in (16) should be trusted physically: the energies that matter have $A$ of order one, where WKB fails. Exact transmission through the triangular barrier into a step well gives an excess linear in $F$, and the local density of Section 6 gives $F^2$.

For unlimited depth, quadrature and formula compare as follows.

| $f$ | $\Gamma$, integral | $\Gamma$, eq. (10) |
|---|---|---|
| 0.01 | 0.084 | 0.061 |
| 0.1 | 0.494 | 0.620 |
| 0.3 | 1.53 | 2.02 |
| 1 | 15.4 | 16.7 |
| 2 | 664 | 670 |

At $f=0.3$ the formula is 32% above the integral. The rates contain $1+\Gamma$, however, and there the excess is 19%. At $f=1$ the formula exceeds the integral by 9%, and at $f=2$ by 1%.

**Saddle at the cutoff.** The saddle reaches $\Delta$ at $F=F_\Gamma\sqrt{\Delta/3kT}$. Then $Y=0$ in (13), and only the left half of the peak remains. To first order in the cubic term, the integral over negative $y$ is

$$
\tfrac12\sqrt{\frac{\pi}{x_0}}-\frac1{2x_0}+\frac1{3x_0}=\sqrt{\frac{\pi}{x_0}}\left[\frac12-\frac1{6\sqrt{\pi x_0}}\right]. \tag{17}
$$

Slightly less than half of (10) survives.

**Stronger fields.** When $x_0$ is well above $X$, the integrand is largest at the upper end. Its slope there is $g'(X)=1-\sqrt{X/x_0}$, and integrating the resulting exponential gives

$$
\Gamma\simeq\frac{\exp\left[X-aX^{3/2}\right]}{1-\sqrt{X/x_0}}, \tag{18}
$$

provided that $g'(X)^2\gg|g''(X)|$ and $Xg'(X)\gg1$. The growth as $e^{f^2}$ ends. As $a\to0$, equation (5) tends to $e^X-1$: the barrier no longer limits the rate within this model.

## 6. A junction trap at 300 K

Take $m=0.25\,m_e$, trap depth 0.55 eV and $F=0.50$ MV/cm, with $kT=0.02585$ eV. These are round values in the regime of a silicon p⁺n junction. Equation (8), with $\sqrt{24\times0.25}=\sqrt6$, gives

$$
F_\Gamma=\sqrt6\,(kT)^{3/2}=7.17\times10^{-5}\ \text{a.u.}=0.369\ \text{MV/cm}. \tag{19}
$$

Hence $f=1.356$ and $f^2=1.838$. The saddle energy is $\varepsilon_0=3\times1.838\times0.02585=0.143$ eV below the edge. The tunnelling length is $0.1425\ \text{eV}/(0.05\ \text{eV/nm})=2.85$ nm, and the time under the barrier is 12.7 fs. Equation (10) gives

$$
\Gamma\simeq6.140\times1.356\times e^{1.838}\approx52.3. \tag{20}
$$

Quadrature of (3) gives 50.4, so the formula is 4% high. The correction (14) lowers it to 51.5. The remaining difference of 1.1 comes from higher terms and from the band-edge end of the range; the cutoff removes only about 0.001. In units of the peak width $3.32\,kT$, the saddle at $5.51\,kT$ is 4.7 widths from the cutoff at $21.3\,kT$ but only 1.7 widths from the band edge. The lifetime is $\tau_0/51.4=0.019\,\tau_0$.

The saddle would reach the cutoff at 0.98 MV/cm. There the integral is 0.477 of (10), close to the 0.480 that (17) gives for $x_0=21.3$.

At the same field, mass and depth, quadrature gives $\Gamma=258$ at 250 K and 10.6 at 400 K. Over this interval $F_\Gamma$ rises from 0.281 to 0.568 MV/cm, the factor $1.6^{3/2}=2.02$. Tunnelling enhancement thus weakens on heating. This is not the full temperature dependence of the lifetime, because $\tau_0$ also varies.

### What the simple barrier leaves out

Each number below changes one assumption and keeps the other parameters fixed. The reference is $\Gamma=50.4$.

*Falling field.* For n-side doping $N=10^{18}$ cm⁻³ and relative permittivity 11.7, the depletion width is $W=\epsilon F/qN=32.3$ nm. The band edge then follows $-qF(s-s^2/2W)$, which lengthens the barrier and gives $\Gamma=39.4$.

*Two-band dispersion.* In a gap $E_g=1.12$ eV, replacing the local barrier $\varepsilon'$ by $\varepsilon'(1-\varepsilon'/E_g)$ reduces the decay and gives 73.6.

*Anisotropic mass.* Take six valleys with masses 0.92 and 0.19 $m_e$ and the field along a valley axis. The transverse integral in (1) weights each valley by the square root of the product of its two transverse masses. The two valleys that are heavy along the field have $\Gamma=6.2$, the four light ones 105, and the weighted mean is 86.

*Wavefunction at the trap.* A localized trap may respond to the local electron density instead of a transmitted flux. In a linear potential the density relative to its value at the turning point is $\mathrm{Ai}^2(\varepsilon/\theta)/\mathrm{Ai}^2(0)$, with $\theta=(q^2\hbar^2F^2/2m)^{1/3}$. Its leading exponent is again $-A$, but its prefactor is not one. Using it in (3) gives 22, but this takes the density at the turning point as the thermal reference. The proper reference is the thermal density without a field. With $t=\theta/kT$, the identity $\int_{-\infty}^{\infty}e^{ut}\,\mathrm{Ai}^2(u)\,du=e^{t^3/12}/(2\sqrt{\pi t})$ gives the density summed over all energies. The factor $1/(2\sqrt{\pi t})$ is the field-free value, and $t^3/12=f^2$. The local density is therefore enhanced by $e^{f^2}=6.3$ in total, against $1+\Gamma=51$ for the flux. The exponent of (10) is therefore firmer than the prefactor $2\sqrt{3\pi}$, which belongs to the choice $T=e^{-A}$.

*Charged trap.* If the empty trap is positively charged, its potential $-q^2/4\pi\epsilon s-qFs$ has a maximum at $s=\sqrt{q/4\pi\epsilon F}$. This lowers the barrier by $2\sqrt{q^3F/4\pi\epsilon}=0.157$ eV. The corresponding Boltzmann factor, about 430, compares passage over the two barriers in one dimension. The gain over a neutral trap is smaller, because tunnelling already helps the neutral trap: in one dimension, WKB through the lowered barrier gives a total enhancement of about 1800, some 35 times the neutral value. Averaging over directions in three dimensions reduces the thermal factor from 430 to about 60. Equation (10) is for a trap that is neutral when empty.

### Lattice coupling

The energy released in capture goes to phonons, and the number needed falls as $\varepsilon$ rises. Take as a model one mode of energy $\hbar\omega$, Huang–Rhys factor $S$ and thermal occupation $n$, whose overlap function is $\exp[S(n+1)(e^{i\omega t}-1)+Sn(e^{-i\omega t}-1)]$. The coefficient of $e^{ip\omega t}$ gives the weight for releasing $p$ phonons net:

$$
\sum_j\frac{[S(n+1)]^{j+p}}{(j+p)!}\frac{(Sn)^j}{j!}=e^{p\hbar\omega/2kT}I_p(z),\qquad z=\frac{S}{\sinh(\hbar\omega/2kT)}, \tag{21}
$$

up to a factor independent of $p$. Here $(n+1)/n=e^{\hbar\omega/kT}$ and $z=2S\sqrt{n(n+1)}$ were used, with the power series of the modified Bessel function $I_p$. Let $p$ now be the trap depth divided by $\hbar\omega$, with $I_p$ continued to non-integer order. A carrier at $-\varepsilon$ releases $p-\varepsilon/\hbar\omega$ phonons. Multiplying by its occupation $e^{\varepsilon/kT}$ and dividing by the value at the edge replaces the factor $e^{\varepsilon/kT}$ in (3) by

$$
w(\varepsilon)=e^{\varepsilon/2kT}\,\frac{I_{p-\varepsilon/\hbar\omega}(z)}{I_p(z)}. \tag{22}
$$

For large order, $\ln I_\nu(z)\simeq\sqrt{\nu^2+z^2}-\nu\,\mathrm{arsinh}(\nu/z)$, whose derivative with respect to $\nu$ is $-\mathrm{arsinh}(\nu/z)$. Therefore

$$
\left.\frac{d\ln w}{d\varepsilon}\right|_0\simeq\frac1{2kT}+\frac{1}{\hbar\omega}\,\mathrm{arsinh}\frac pz. \tag{23}
$$

This equals $1/kT$ when $p/z=\sinh(\hbar\omega/2kT)$, that is, when $S=p$. The relaxation energy $S\hbar\omega$ then equals the trap depth. In the undistorted lattice the occupied trap lies $S\hbar\omega$ above its relaxed energy, hence level with the band edge, and capture there needs no thermal activation. Near the band edge, this coupling gives nearly the same weight as energy-independent capture; at larger $\varepsilon$ the two differ.

For $\hbar\omega=0.06$ eV, $p=9.17$. With $S=p$ the slope is $1.016/kT$, and the ratio of tunnelling to thermal capture, both computed with (22), is 39. With $S=p/3$ the slope is $1.46/kT$ and the ratio is about 1100. Both values assume phonon lines broadened enough for the continuation in $p$ to hold. With sharp lines spaced $2.3\,kT$ apart the ratios depend on where the lines fall against the band edge: about 110 and 5400 for this depth, about 17 and 360 for a depth of 0.535 eV. Of the corrections sized here for a neutral trap, this is the largest.

### Beside a real junction

Silicon junctions doped near $10^{18}$ cm⁻³ have peak fields of roughly this size, and a trap 0.55 eV deep is near midgap. The example has a total band bending of $FW/2=0.81$ eV, below the gap, as under small forward bias. Elastic band-to-band tunnelling then has no final states, and a carrier starting near a band edge cannot gain enough energy from the field to create a pair. Under reverse bias both statements can fail. Of the effects sized here, lattice coupling and trap charge are the largest: the first moved $\Gamma$ from about 40 to 1100, and the second lowers the barrier by about $6\,kT$. Equation (10) with an assumed mass therefore shows the direction of the trend for a neutral, strongly coupled trap: the enhancement rises with field and falls with temperature. Its absolute value for a particular defect needs that defect's coupling and charge state. The numerical output lists most of the values used here.

## Values computed for the example and the checks

```
Temperature 300 K, kT = 0.02585 eV
Mass 0.25 m_e, trap depth 0.55 eV, field 0.50 MV/cm
F_G = 0.3688 MV/cm = 7.1728e-05 a.u.
F/F_G = 1.3556, (F/F_G)^2 = 1.8376
Saddle energy = 0.1425 eV = 5.513 kT
Saddle width sqrt(2 x0) = 3.321 kT
Cutoff depth/kT = 21.275
Tunnelling length = 2.850 nm
Traversal time = 12.730 fs
Prefactor 2 sqrt(3 pi) = 6.1400
Gamma, quadrature = 50.394
Gamma, saddle = 52.284
Gamma, saddle with next term = 51.494
Lifetime factor 1/(1+Gamma), quadrature = 0.01946
Temperature power of F_G from integrals = 1.49966
Next coefficient times 36 (F/F_G)^2 at 4 = -1.0334
Unlimited depth: F/F_G, Gamma quadrature, saddle, saddle/quadrature
  0.01  0.084006  0.061406  0.7310
  0.10  0.4944  0.62017  1.2544
  0.30  1.5323  2.0155  1.3153
  0.50  3.1805  3.9419  1.2394
  1.00  15.369  16.69  1.0860
  1.50  85.102  87.381  1.0268
  2.00  663.99  670.46  1.0097
  3.00  1.4877e+05  1.4926e+05  1.0033
Saddle reaches cutoff at 0.982 MV/cm
  quadrature/saddle there = 0.4769
Fixed field: T (K), F_G (MV/cm), Gamma quadrature, Gamma saddle
  250  0.2806  258.004  261.903
  300  0.3688  50.394  52.284
  350  0.4648  19.595  21.011
  400  0.5679  10.552  11.737
Neglected effects at the example's field and temperature
Doping 1.0e+18 cm^-3, relative permittivity 11.7
Depletion width = 32.33 nm
Band bending = 0.808 eV, gap = 1.12 eV
Gamma, falling field = 39.380
Gamma, two-band dispersion = 73.630
Valley masses 0.92 and 0.19 m_e
Gamma: heavy 6.151, light 104.610, mean 86.387
Gamma, Airy density = 22.069
Phonon 0.06 eV, depth/phonon p = 9.167
Gamma, multiphonon S = p: 39.343, slope*kT 1.0162
Gamma, multiphonon S = p/3: 1092.899, slope*kT 1.4565
Charged trap: barrier lowering = 0.1569 eV
  Boltzmann factor of lowering = 432.2
Degeneracy error of flux weight at cutoff = -8.4e-07
```
